# The McCall–Hahn area theorem and the slow 2π sech pulse: a program that tests the result

```python
"""
Result under test: a resonant pulse of area theta = integral of Rabi frequency
over time obeys d(theta)/dz = -(alpha/2) sin(theta) in an inhomogeneously
broadened absorber, and the pulse (2/tp) sech((t - z/V)/tp) travels unchanged with
1/V = 1/c + alpha tp^2/(2 pi g(0)) * integral g(D)/(1 + D^2 tp^2) dD.
Symbols: D detuning (atom minus carrier), g(D) normalized line density,
alpha intensity absorption coefficient at line centre, tp pulse time,
u, v, w Bloch components (w = -1 in the ground state).
Propagation runs use tp as unit of time and 1/alpha as unit of length, with
retarded time t - z/c. The atomic data are for Mg (time-dependent Hartree-Fock).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, solve_ivp, trapezoid
from scipy.linalg import expm
from scipy.special import erfcx
from pyscf import gto, scf, tdscf

# ---------- Mg resonance line: energy and dipole, in atomic units ----------
mol = gto.M(atom="Mg 0 0 0", basis="def2-tzvpd", verbose=0)
mean_field = scf.RHF(mol)
mean_field.conv_tol = 1e-12
energy_zero = mean_field.kernel()
response = tdscf.TDHF(mean_field)
response.nstates = 3
response.kernel()
excitation = np.array(response.e[:3])
assert np.ptp(excitation) < 1e-4          # the three components of a P term
omega = excitation.mean()
dipole_sq = np.sum(np.array(response.transition_dipole())[:3, 2] ** 2)
dipole = np.sqrt(dipole_sq)

# the line must supply most, but not all, of the finite-field polarizability
static_field = 0.001
core_with_field = mean_field.get_hcore() + static_field * mol.intor("int1e_r")[2]
in_field = scf.RHF(mol)
in_field.conv_tol = 1e-12
in_field.get_hcore = lambda *args: core_with_field
energy_field = in_field.kernel(dm0=mean_field.make_rdm1())
polarizability = 2 * (energy_zero - energy_field) / static_field**2
line_share = 2 * dipole_sq / omega / polarizability
assert 0.85 < line_share < 1.0

# ---------- vapour and pulse: chosen inputs ----------
temperature = 700.0                       # K
density = 1.0e19                          # 1/m^3
pulse_time = 50e-12                       # s
mass = 24.305 * const.atomic_mass         # kg
bohr = const.physical_constants["Bohr radius"][0]
time_unit = const.physical_constants["atomic unit of time"][0]
field_unit = const.physical_constants["atomic unit of electric field"][0]
light = 1 / const.fine_structure          # atomic units
sigma = omega * np.sqrt(const.k * temperature / mass) / const.c
g_zero = 1 / (np.sqrt(2 * np.pi) * sigma)
density_au = density * bohr**3
alpha_au = 4 * np.pi**2 * omega * density_au * dipole_sq * g_zero / light
alpha = alpha_au / bohr                   # 1/m
width = sigma / time_unit * pulse_time    # sigma * tp, dimensionless

# absorption coefficient from the dispersion relation of the full wave equation
damping = 1e-3 * sigma
grid = np.linspace(-8 * sigma, 8 * sigma, 160001)
line = g_zero * np.exp(-grid**2 / (2 * sigma**2))
atom_response = dipole_sq * (1 / (grid - 1j * damping)
                             + 1 / (2 * omega + grid + 1j * damping))
susceptibility = density_au * trapezoid(line * atom_response, grid)
wave_number = omega / light * np.sqrt(1 + 4 * np.pi * susceptibility)
alpha_dispersion = 2 * wave_number.imag / bohr
# the small damping itself lowers the value by nearly 0.1 percent
assert abs(alpha_dispersion / alpha - 1) < 2e-3

# ---------- Schroedinger equation with the carrier kept, sech pulse ----------
carrier, offset = 400.0, 1.0              # in units of 1/tp


def schroedinger(t, amplitude):
    ground, excited = amplitude
    coupling = 2 / np.cosh(t) * np.cos(carrier * t)
    return np.array([1j * coupling * excited,
                     -1j * (carrier + offset) * excited + 1j * coupling * ground])


moments = np.array([-1.0, 0.5, 2.0, 10.0])
solution = solve_ivp(schroedinger, (-12, 10), np.array([1, 0], complex),
                     method="DOP853", t_eval=moments, rtol=1e-8, atol=1e-10)
ground, excited = solution.y
coherence = 2 * excited * np.exp(1j * carrier * moments) * ground.conj()
bloch_numeric = np.array([coherence.real, coherence.imag,
                          abs(excited)**2 - abs(ground)**2])
sech = 1 / np.cosh(moments)
response_factor = 1 / (1 + offset**2)
bloch_formula = np.array([2 * offset * response_factor * sech,
                          -2 * response_factor * sech * np.tanh(moments),
                          -1 + 2 * response_factor * sech**2])
bloch_error = np.max(abs(bloch_numeric - bloch_formula))
assert bloch_error < 0.02                 # counter-rotating terms, order 1/carrier
left_sech = abs(excited[-1])**2
assert left_sech < 1e-3

# a rectangular pulse of the same area and peak leaves detuned atoms excited
hamiltonian = np.array([[0, -1.0], [-1.0, offset]])
left_rectangle = abs(expm(-1j * hamiltonian * np.pi)[1, 0])**2
assert left_rectangle > 0.05

# ---------- Maxwell-Bloch propagation from the definition ----------
depth = 6.0
z = np.linspace(0, depth, 121)
time_step = 0.05
times = np.arange(-15, 50, time_step)


def propagate(input_areas, shape):
    """Return field(time, pulse, z) and the energy left in the atoms."""
    spacing = 0.08                        # recurrence time exceeds the window
    detuning = np.arange(0, 6 * width, spacing)
    weight = 2 * spacing * shape(detuning) / shape(0.0) / (2 * np.pi)
    weight[0] /= 2                        # even line: negative side folded over
    state = np.zeros((3, len(input_areas), len(z), len(detuning)))
    state[2] = -1

    def rabi(t, s):
        source = cumulative_trapezoid(s[1] @ weight, dx=z[1], axis=1, initial=0)
        return input_areas[:, None] / np.pi / np.cosh(t) - source

    def rate(t, s):
        field = rabi(t, s)[..., None]
        return np.array([detuning * s[1], -detuning * s[0] - field * s[2],
                         field * s[1]])

    record = []
    h = time_step
    for t in times:
        record.append(rabi(t, state))
        k1 = rate(t, state)
        k2 = rate(t + h / 2, state + h / 2 * k1)
        k3 = rate(t + h / 2, state + h / 2 * k2)
        k4 = rate(t + h, state + h * k3)
        state = state + h / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    stored = 2 * trapezoid((state[2] + 1) @ weight, z, axis=1)
    return np.array(record), stored


def theorem_area(start, distance):
    branch = 2 * np.pi * np.round(start / (2 * np.pi))
    return branch + 2 * np.arctan(np.tan(start / 2) * np.exp(-distance / 2))


def gaussian(d):
    return np.exp(-d**2 / (2 * width**2))


def dipped(d):
    return (1 + (d / width)**2) * gaussian(d)


start_areas = np.pi * np.array([0.6, 1.4, 2.0, 2.6, 3.4])
fields, stored_energy = propagate(start_areas, gaussian)
areas = trapezoid(fields, times, axis=0)
predicted = theorem_area(start_areas[:, None], z[None, :])
area_error = np.max(abs(areas - predicted))
assert area_error < 5e-3

energies = trapezoid(fields**2, times, axis=0)
energy_error = np.max(abs(energies[:, 0] - energies[:, -1] - stored_energy))
assert energy_error < 5e-3
transmission = energies[:, -1] / energies[:, 0]

# only the line density at the carrier should matter for the area
dip_fields, _ = propagate(start_areas[1:2], dipped)
dip_areas = trapezoid(dip_fields, times, axis=0)[0]
dip_error = np.max(abs(dip_areas - predicted[1]))
assert dip_error < 5e-3
# the pulse itself does depend on the line shape
dip_difference = np.max(abs(dip_fields[:, 0, -1] - fields[:, 1, -1]))
assert dip_difference > 0.02

# ---------- the 2 pi pulse: velocity integral, delay and shape ----------
integral = quad(lambda d: gaussian(d) / (1 + d**2), -12 * width, 12 * width,
                epsabs=1e-12, limit=200)[0]
slowing = integral / np.pi                # ratio to the broad-line slowing
assert abs(slowing - erfcx(1 / (np.sqrt(2) * width))) < 1e-8
delay = depth / 2 * slowing               # in units of tp
exit_pulse = fields[:, 2, -1]
delay_numeric = trapezoid(times * exit_pulse, times) / trapezoid(exit_pulse, times)
shape_error = np.max(abs(exit_pulse - 2 / np.cosh(times - delay)))
assert abs(delay_numeric - delay) < 5e-3
assert shape_error < 5e-3

velocity = 1 / (1 / const.c + alpha * pulse_time / 2 * slowing)
velocity_broad = 1 / (1 / const.c + alpha * pulse_time / 2)
peak_rabi = 2 / pulse_time
peak_field = peak_rabi * time_unit / dipole * field_unit
peak_intensity = const.c * const.epsilon_0 * peak_field**2 / 2
lifetime = 3 * light**3 / (4 * omega**3 * dipole_sq) * time_unit

print("Mg, time-dependent Hartree-Fock, def2-TZVPD")
print(f"transition energy: {omega:.5f} hartree")
print(f"transition dipole along the field: {dipole:.4f} e a0")
print(f"finite-field polarizability: {polarizability:.2f} a0^3")
print(f"share of polarizability from this line: {line_share:.4f}")
print(f"radiative lifetime: {lifetime * 1e9:.3f} ns")
print(f"temperature (input): {temperature:.0f} K")
print(f"mean atomic mass (input): {mass / const.atomic_mass:.3f} u")
print(f"number density (input): {density:.1e} m^-3")
print(f"pulse time tp (input): {pulse_time * 1e12:.0f} ps")
print(f"intensity full width at half maximum: "
      f"{2 * np.arccosh(np.sqrt(2)) * pulse_time * 1e12:.1f} ps")
print(f"Doppler standard deviation sigma: {sigma:.4e} hartree")
print(f"same, angular frequency: {sigma / time_unit:.4e} rad/s")
print(f"sigma*tp: {width:.4f} (no unit)")
print(f"line density g(0): {g_zero:.4e} hartree^-1")
print(f"alpha from formula: {alpha / 100:.3f} cm^-1")
print(f"alpha from dispersion relation: {alpha_dispersion / 100:.3f} cm^-1")
print(f"vapour length for alpha*z = {depth:.0f}: {depth / alpha * 1000:.4f} mm")
print(f"slowing factor erfcx: {slowing:.5f} (no unit)")
print(f"1/V - 1/c: {alpha * pulse_time / 2 * slowing * 1e9:.3f} ns/m")
print(f"pulse velocity V: {velocity:.4e} m/s")
print(f"V/c: {velocity / const.c:.5f} (no unit)")
print(f"V/c in broad-line limit: {velocity_broad / const.c:.5f} (no unit)")
print(f"peak Rabi frequency: {peak_rabi:.3e} rad/s")
print(f"peak field: {peak_field:.4e} V/m")
print(f"peak intensity: {peak_intensity / 1e7:.3f} kW/cm^2")
print(f"delay beyond z/c, formula: {delay * pulse_time * 1e12:.3f} ps")
print(f"delay beyond z/c, propagation: {delay_numeric * pulse_time * 1e12:.3f} ps")
print(f"largest shape error of 2 pi pulse: {shape_error:.1e} /tp")
print("area in, area out (propagation), area out (theorem), energy out/in")
for i, start in enumerate(start_areas):
    print(f"  {start / np.pi:.1f} pi, {areas[i, -1] / np.pi:.4f} pi, "
          f"{predicted[i, -1] / np.pi:.4f} pi, {transmission[i]:.4f}")
print(f"largest area error, all depths: {area_error:.1e} rad")
print(f"largest energy-balance error: {energy_error:.1e} /tp")
print(f"area error for line with central dip: {dip_error:.1e} rad")
print(f"change of exit field caused by dip: {dip_difference:.3f} /tp")
print(f"Bloch error with carrier kept (omega*tp = {carrier:.0f}): {bloch_error:.1e}")
print(f"excited fraction left at D*tp = {offset:.0f}, sech: {left_sech:.1e}")
print(f"same, rectangular 2 pi pulse: {left_rectangle:.4f}")
print("done: every assertion held")
```

Printed output:

```
Mg, time-dependent Hartree-Fock, def2-TZVPD
transition energy: 0.14909 hartree
transition dipole along the field: 2.3968 e a0
finite-field polarizability: 81.31 a0^3
share of polarizability from this line: 0.9478
radiative lifetime: 2.452 ns
temperature (input): 700 K
mean atomic mass (input): 24.305 u
number density (input): 1.0e+19 m^-3
pulse time tp (input): 50 ps
intensity full width at half maximum: 88.1 ps
Doppler standard deviation sigma: 2.4336e-07 hartree
same, angular frequency: 1.0061e+10 rad/s
sigma*tp: 0.5030 (no unit)
line density g(0): 1.6393e+06 hartree^-1
alpha from formula: 113.268 cm^-1
alpha from dispersion relation: 113.177 cm^-1
vapour length for alpha*z = 6: 0.5297 mm
slowing factor erfcx: 0.33773 (no unit)
1/V - 1/c: 95.634 ns/m
pulse velocity V: 1.0104e+07 m/s
V/c: 0.03370 (no unit)
V/c in broad-line limit: 0.01164 (no unit)
peak Rabi frequency: 4.000e+10 rad/s
peak field: 2.0758e+05 V/m
peak intensity: 5.719 kW/cm^2
delay beyond z/c, formula: 50.659 ps
delay beyond z/c, propagation: 50.659 ps
largest shape error of 2 pi pulse: 1.4e-05 /tp
area in, area out (propagation), area out (theorem), energy out/in
  0.6 pi, 0.0436 pi, 0.0436 pi, 0.0836
  1.4 pi, 1.9564 pi, 1.9564 pi, 0.8317
  2.0 pi, 2.0000 pi, 2.0000 pi, 1.0000
  2.6 pi, 2.0436 pi, 2.0436 pi, 0.9512
  3.4 pi, 3.9565 pi, 3.9564 pi, 0.9715
largest area error, all depths: 3.7e-05 rad
largest energy-balance error: 6.4e-05 /tp
area error for line with central dip: 3.5e-05 rad
change of exit field caused by dip: 0.347 /tp
Bloch error with carrier kept (omega*tp = 400): 2.4e-03
excited fraction left at D*tp = 1, sech: 1.2e-06
same, rectangular 2 pi pulse: 0.1051
done: every assertion held
```
